Quasiparticle weight and mass in G0W0 on the imaginary axis

**1. What can depend on what**

The uniform electron gas on a rigid neutral background is fixed by ħ, m, the Coulomb strength and the density n. These form one dimensionless number, so Z and m*/m are functions of that number alone. With n = kF³/(3π²) and rs a0 = (3/(4πn))^(1/3), it can be taken as

λ = 1/(kF a0) = α rs, α = (4/(9π))^(1/3).

From here on momenta are in units of kF and energies in units of ħ²kF²/m. Then ε_k = k²/2, the bare Fermi energy is ε_F = 1/2, and the bare Fermi velocity is 1. Since the squared charge equals ħ²/(m a0) in Gaussian form, the scaled interaction is

v(q) = 4πλ/q².

A scaled energy becomes hartree on multiplication by (kF a0)² = 1/λ².

Symmetry fixes the rest of the form. By isotropy Σ depends on k = |k|. On the imaginary axis Σ(k,−iω) is the complex conjugate of Σ(k,iω), so its real part is even in ω and its imaginary part odd. Near the Fermi surface two real slopes suffice:

S = ∂ImΣ(1,iω)/∂ω at ω→0
D = ∂Σ(k,0)/∂k at k = 1.

The gas is unpolarized and at zero temperature. G0W0 here means free G0, W in the random-phase approximation (RPA), no vertex corrections and no self-consistency.

**2. Alignment and the quasiparticle pole**

Measure the frequency in G0 from its own Fermi energy and that in G from the interacting chemical potential μ:

G0(k,iω) = 1/(iω − ξ_k), ξ_k = ε_k − 1/2
1/G(k,iω) = iω + μ − ε_k − Σ(k,iω).

By Luttinger's theorem, the exact Fermi surface at density n lies at k = 1. We impose this on G, so 1/G must vanish there as ω→0. The density obtained by integrating a one-shot G need not equal n exactly. Hence

μ = 1/2 + Σ(1,0).

Expanding to first order, with ε_k − 1/2 ≈ k − 1,

1/G ≈ iω(1−S) − (k−1)(1+D) = (1−S)[iω − (k−1)(1+D)/(1−S)].

The prefactor is 1/Z, and the coefficient of k−1 in the bracket is the velocity, which equals m/m* in these units:

Z = 1/(1−S), m*/m = (1−S)/(1+D).

Replacing iω by a real energy E uses one Fermi-liquid assumption: corrections to the linear law vanish faster than |ω| throughout the upper half-plane. No numerical continuation is then needed.

A different prescription evaluates Σ at the bare energy, E_k = ε_k + Σ(k,ε_k−1/2). Its slope is 1+D+S, so

m*/m (on-shell) = 1/(1+D+S).

Subtracting the two masses over a common denominator gives

on-shell − Dyson = S(S+D)/[(1+D)(1+D+S)].

They agree to first order in the slopes. Both are below 1 when S+D > 0 and above 1 when S+D < 0, provided the denominators are positive.

**3. Screened interaction**

With Δ = ε_{p+q} − ε_p and n_p the occupation, the free response is

χ0 = 2∫d³p/(2π)³ (n_p − n_{p+q})/(iν − Δ).

Relabel p → −p−q in the second term. This reverses Δ and leaves n_p, so the two terms combine:

1/(iν−Δ) − 1/(iν+Δ) = −2Δ/(ν²+Δ²)
χ0 = −F/π², F = ∫₀¹p²dp ∫₋₁¹dx Δ/(ν²+Δ²).

Set z = q/2, u = ν/q > 0 and c = z+iu. Then Δ = q(px+z), and the x integral gives

F = (1/q) Re ∫₀¹ p[ln(c+p) − ln(c−p)]dp.

The derivative of ½(p²−c²)[ln(c+p) − ln(c−p)] is p[ln(c+p) − ln(c−p)] − c. Therefore

F = (1/2z) Re{c + ½(1−c²)[ln(c+1) − ln(c−1)]}.

Insert 1−c² = 1−z²+u²−2izu and arg(a+iu) = π/2 − atan(a/u):

F = ½{1 + (1−z²+u²)/(4z) · ln[((1+z)²+u²)/((1−z)²+u²)] − u[atan((1+z)/u) + atan((1−z)/u)]}.

The RPA interaction is

W = v/(1−vχ0) = v/(1+y), y = 4λF/(πq²).

For ν = 0 and q→0, F→1 and W → 4πλ/(q²+4λ/π), which is finite. At fixed ν and q→0, F → q²/(3ν²), so W → v/(1+ω_p²/ν²) with ω_p² = 4λ/(3π). The two limits do not commute, and the quadrature must resolve both.

In F, a pair p and −p−q with both states occupied cancels, because Δ has opposite signs. Only excitations with Δ > 0 remain. Thus F falls with |ν|, and

ΔW(q,ν) = W(q,iν) − W(q,0)

is non-negative and grows with |ν|.

**4. Self-energy with the angle integrated**

The definition is

Σ(k,iω) = −∫d³q/(2π)³ ∫dν/(2π) W(q,iν) G0(k+q,iω+iν).

The sign is fixed by the static case: with the usual convergence factor, the frequency integral of G0 gives the occupation, and hence −v n, which is exchange. Split W = v + Wc. The bare part is

Σx(k) = −∫d³p/(2π)³ v(k−p)n_p.

At k = 1, the condition |k+q| < 1 means x < −q/2, so

Σx(1) = −(λ/π)∫₀²dq(1−q/2) = −λ/π.

For the rest, use d³q/(2π)³ = q²dq dx/(4π²) and

ξ± = ((q±k)²−1)/2
∫₋₁¹dx/(iΩ−ξ_{k+q}) = L(Ω)/(kq)
L(Ω) = ln(iΩ−ξ−) − ln(iΩ−ξ+).

At fixed Ω ≠ 0 the path does not cross the cut of the principal logarithm. Thus

Σc(k,iω) = −(1/(8π³k)) ∫₀^∞q dq ∫₋∞^∞dν Wc(q,iν) L(ω+ν).

**5. Frequency slope: joining the singular pieces**

Write ℓ(ξ) = ξ/(ν²+ξ²). Away from Ω = 0, the phase of iΩ−ξ has derivative −ξ/(Ω²+ξ²). At Ω = 0 it jumps by 2π if ξ > 0 and is continuous if ξ < 0.

At k = 1, ξ± = q²/2 ± q. Here ξ+ > 0, while ξ− < 0 for q < 2 and ξ− > 0 for q > 2. The jumps therefore leave −2πδ(Ω) for q < 2 and cancel for q > 2. Writing θ for the unit step,

S = −(1/8π³)∫q dq {−2πWc(q,0)θ(2−q) + ∫₋∞^∞dν Wc(q,iν)[ℓ(ξ+)−ℓ(ξ−)]}.

The first piece alone is unusable. At small q, Wc(q,0) → −4πλ/q², so with a lower cutoff it behaves as −(λ/π)ln(1/q_min). The second piece must cancel this.

The cure follows from ∫dν ℓ(ξ) = π sgn ξ. The Lorentzian bracket integrates to 2π for q < 2 and to zero for q > 2. In both ranges the jump term equals −Wc(q,0) times this integral, so it can be moved under the ν integral. Since v cancels in the difference, and the integrand is even,

S = −(1/4π³)∫₀^∞q dq ∫₀^∞dν ΔW[ℓ(ξ+) − ℓ(ξ−)].

At small q and fixed ν, the bracket is 2q/ν² and ΔW is (4πλ/q²)ν²/(ν²+ω_p²). The factors of q cancel, and the q integrand of S tends to −λ/(πω_p). At q = 2, ξ− vanishes. At the smallest ν, ΔW is proportional to |ν| for q < 2 and to ν² for q > 2, but for |ξ−| ≪ ν ≪ 1 it is linear in ν on both sides; integrated against ℓ(ξ−), this gives a term of type ξ− ln|ξ−|. The (q−2)ln|q−2| singularity of W(q,0), integrated against ℓ(ξ+), gives a second term of the same form and sign. The sum has opposite sign on the two sides and vanishes at q = 2, so the integrand is continuous there with a logarithmically infinite slope.

The sign of S also follows. For q < 2 both Lorentzian terms in the bracket are positive. For q > 2 the bracket is negative below ν² = ξ+ξ− and positive above, with zero total area; the growing ΔW favours the positive part. Hence S < 0 and 0 < Z < 1 in this approximation. As λ→0 the interaction vanishes and Z→1.

**6. Momentum slope: screening the exchange**

Bare exchange has an infinite slope at kF, so it must be combined with Wc before differentiation. At ω = 0 put Wc(q,iν) = Wc(q,0) + ΔW. With symmetric frequency limits,

−∫dν/(2π) Wc(q,0)/(iν−ξ) = ½ sgn(ξ) Wc(q,0) = (½−n)Wc(q,0).

Adding −vn gives −W(q,0)n + ½Wc(q,0). The last term does not depend on k. The first is exchange with the static screened interaction.

For its derivative, the component of ∇_k along k acts on W(k−p) as minus the same component of ∇_p. Integration by parts moves that derivative to n_p, whose gradient is −δ(p−1) times the outward unit vector. With x the cosine between k and p,

D_static = (1/4π²)∫₋₁¹dx x W(q,0), q² = 2−2x
D_static = (1/4π²)∫₀²q dq(1−q²/2)W(q,0).

With bare v this would diverge as ∫dq/q.

For the dynamic part, L(ν)+L(−ν) = 2R, where

R = ½ln[(ν²+ξ−²)/(ν²+ξ+²)]
Σ_dynamic(k) = −(1/(4π³k))∫q dq ∫₀^∞dν ΔW R.

Here ∂ξ±/∂k = k±q, and the prefactor 1/k contributes −R at k = 1:

D_dynamic = −(1/4π³)∫q dq ∫₀^∞dν ΔW[−R + (1−q)ℓ(ξ−) − (1+q)ℓ(ξ+)].

Adding S changes the bracket to −R − q[ℓ(ξ+)+ℓ(ξ−)]. At small q and fixed ν, the contributions of order q/ν² have cancelled. The long-wavelength dynamic response therefore lowers Z strongly while largely dropping out of S+D_dynamic. D_static takes no part in this cancellation, so the sign of S+D, which decides whether m* is above or below m, is set by the balance of D_static against the remainder of S+D_dynamic.

**7. Algorithm**

Substitute ν = e^s. Then νℓ(ξ) = ½ sgn(ξ) sech(s−ln|ξ|), a bump of fixed width in s however small ξ is. Its nearest poles lie at distance π/2 from the real s axis.

W has no nearer singularity. For Re ν > 0 and ν not real, the terms Δ/(Δ²+ν²) left in F after the pair cancellation of section 3 all have Δ > 0 and imaginary parts of one sign, so 1+y cannot vanish; for real ν it is positive. The trapezoid error thus falls roughly as exp(−π²/h) with step h, apart from truncation.

Pseudocode for one density:

input rs; λ = α rs
q nodes: Gauss on (0,2); q = 2/t with Gauss on 0 < t < 1
ν nodes: ν = e^s, uniform s; weight h ν
S = 0; D_dynamic = 0
for each q and ν:
  compute F, W and ΔW
  ξ± = q²/2 ± q
  R = ½ log1p(−2q³/(ν²+ξ+²))
  g = −(weight of q)(weight of ν) q ΔW/(4π³)
  S += g[ℓ(ξ+) − ℓ(ξ−)]
  D_dynamic += g[−R + (1−q)ℓ(ξ−) − (1+q)ℓ(ξ+)]
D_static = Gauss sum on (0,2)
Z = 1/(1−S); m*/m = (1−S)/(1+D_static+D_dynamic)
μ = 1/2 − λ/π + Σc(1,0)

The cost is N_q N_ν evaluations of F. With 80 nodes in each momentum range, s from −25 to 30 and h = 0.3, this is about 3×10⁴ evaluations per density. Storage can be one row of frequencies.

Three choices reduce the loss of accuracy from subtracting nearly equal numbers. They do not remove it: the terms of F still cancel partly at large z²+u² below the switch given here, and ΔW is itself a small difference at small ν.

- The form of R uses ξ−²−ξ+² = −2q³. Subtracting nearly equal logarithms at large ν loses relative accuracy in the tail.
- The logarithm in F is computed as log1p(4z/((1−z)²+u²)). For z²+u² > 10⁶, expansion of 1/(px+c) gives F ≈ 1/[3(z²+u²)], with relative error below 10⁻⁶.
- Wc is computed as −vy/(1+y), not as W−v.

**8. Checking the chemical potential**

The shift can be checked through the total energy. Scale the interaction to gv. Since the ground-state energy is stationary in the state, its derivative with respect to g is the expectation value of the unscaled interaction, that is, the interaction energy divided by g. Per unit volume, the part of this derivative beyond exchange is −½∫d³q/(2π)³∫dν/(2π) v(χ_g−χ0), with χ_g = χ0/(1−gvχ0). Integrating g from 0 to 1 gives

nε_c = ½∫d³q/(2π)³∫dν/(2π)[ln(1+y) − y].

Its variation is −½∫∫Wc δχ0, because v[1/(1+y)−1] = Wc and δy = −vδχ0. Adding one electron at k = 1 changes χ0, per unit inverse volume, by 2Re[1/(iν−ξ_{k+q})]. The energy change is therefore −∫∫Wc Re G0 = Σc(1,0). Since n is proportional to rs⁻³,

Σc(1,0) = μ_c = d(nε_c)/dn = ε_c − (rs/3)dε_c/drs,

with all terms in the same absolute energy unit.

**9. Worked example: rs from 1 to 6**

At rs = 4, λ = 2.08425 and kF = 0.4798 bohr⁻¹. The quadrature gives S = −0.5706, D_static = 0.0397 and D_dynamic = 0.4704. Hence

D = 0.0397 + 0.4704 = 0.5101
Z = 1/1.5706 = 0.637
m*/m = 1.5706/1.5101 = 1.040
on-shell mass = 1/(1+0.5101−0.5706) = 1.064.

The value Z near 0.64 belongs to this approximation. It is not an exact property of the electron gas.

The six densities give:

rs = 1: Z = 0.860, m*/m = 0.972
rs = 2: Z = 0.764, m*/m = 0.994
rs = 3: Z = 0.693, m*/m = 1.018
rs = 4: Z = 0.637, m*/m = 1.040
rs = 5: Z = 0.591, m*/m = 1.060
rs = 6: Z = 0.554, m*/m = 1.077

Z falls by about a third while the mass changes by about a tenth, in line with the cancellation in S+D. The mass passes through m between rs = 2 and 3. At rs = 6 the on-shell mass is already 1.148, so the prescription must be quoted with the result.

D_static first rises slightly, from 0.0497 to 0.0504, and then falls to 0.0281. It vanishes with λ. At large λ, W(q,0) tends to π²/F(q,0), which increases with q; the weight q(1−q²/2) has zero total area and is negative beyond q = √2, so the integral must eventually become negative. A rise followed by a fall is therefore expected.

The chemical-potential shift at rs = 4 is

−0.15272 − 0.05347 = −0.20619 hartree = −5.61 eV.

The correlation part from the energy derivative is −0.053471 hartree, against −0.053470 from Σc. In scaled units the total shift is −0.20619×2.08425² ≈ −0.90, larger in size than the Fermi energy of 0.5.

**10. Failure modes**

**Missing alignment.** With μ left at 1/2, the zero-frequency surface solves k²/2 + Σ(k,0) = 1/2. At rs = 4 this gives k = 1.516 and an enclosed density 3.48 times the true one. Slopes taken there describe neither the original Fermi surface nor a gas of the larger density, because G0 and W still belong to the original one.

**Separated singularities.** At rs = 4 the jump term alone is −4.71 with cutoff 10⁻³ and −6.23 with cutoff 10⁻⁴. The change of −1.528 per decade agrees with −(λ/π)ln 10. Omitting the jump leaves the opposite divergence.

**Finite frequency taken as zero.** The unsubtracted ratio ImΣ/ω at rs = 4 is −0.57016 at ω = 0.002 and −0.56968 at 0.004. Linear extrapolation gives 2(−0.57016)+0.56968 = −0.57064, in agreement with S. On a coarse frequency grid the raw ratio is biased; linear extrapolation, with weights matched to the actual frequencies, removes only the leading part of that bias.

**Physics outside the scheme.** Accurate quadrature does not repair the missing vertex corrections and self-consistency. At large rs the slopes are not small, so weak coupling cannot justify neglecting them. If the true ground state is not a Fermi liquid, the formulas of section 2 can still return a Z and a mass, because G0W0 starts from the free Fermi sea, but these numbers do not describe that state.

The numerical check compares S and D with differences of the unsubtracted self-energy at all six densities. The largest absolute deviations are 4×10⁻⁶ and 4×10⁻⁵. Doubling the momentum nodes changes the slopes by at most about 10⁻⁹; this tests the momentum grid only. The comparison with the unsubtracted self-energy supports the three decimals quoted for Z and m*/m, and the two routes to μ_c agree to 1.3×10⁻⁶ hartree or better. The physical meaning of these digits is limited by the approximation.

Computed results

```
Scaled energy unit: hbar^2 kF^2/m; scaled momentum unit: kF
rs | kF (1/bohr) | S | D_static | D_dynamic (dimensionless)
1 | 1.9192 | -0.1627 | 0.0497 | 0.1462
2 | 0.9596 | -0.3086 | 0.0504 | 0.2659
3 | 0.6397 | -0.4436 | 0.0457 | 0.3724
4 | 0.4798 | -0.5706 | 0.0397 | 0.4704
5 | 0.3838 | -0.6913 | 0.0337 | 0.5622
6 | 0.3199 | -0.8066 | 0.0281 | 0.6493
rs | Z | m*/m Dyson | m*/m on-shell | mu shift (hartree)
1 | 0.8601 | 0.9722 | 0.9679 | -0.69827
2 | 0.7642 | 0.9941 | 0.9923 | -0.37497
3 | 0.6927 | 1.0180 | 1.0262 | -0.26352
4 | 0.6367 | 1.0401 | 1.0644 | -0.20619
5 | 0.5913 | 1.0597 | 1.1053 | -0.17093
6 | 0.5535 | 1.0770 | 1.1483 | -0.14690
Details at rs = 4:
coupling lam = 2.08425 (dimensionless)
Im Sigma/w at w = 0.002 (scaled): -0.57016
Im Sigma/w at w = 0.004 (scaled): -0.56968
S extrapolated from these two: -0.57064
k-difference slope, step 0.004 kF: 0.51008
k-difference slope, step 0.008 kF: 0.51002
D extrapolated from these two: 0.51014
RPA correlation energy per electron: -0.046806 hartree
mu_c from energy derivative: -0.053471 hartree
mu_c from self-energy at kF: -0.053470 hartree
exchange part of mu shift: -0.152722 hartree
total mu shift: -5.611 eV
unaligned Fermi momentum: 1.5157 kF
unaligned enclosed density: 3.482 times the true one
jump term alone, cutoff 1e-3 kF: -4.7064
jump term alone, cutoff 1e-4 kF: -6.2340
growth per decade of cutoff: -1.5276
Largest deviations over the six densities:
S, formula against raw differences: 3.9e-06
D, formula against raw differences: 3.8e-05
mu_c, self-energy against energy: 1.3e-06 hartree
slopes, 80 against 160 momentum nodes: 1.2e-09
```
